# Why massless Dirac carriers do not backscatter from scalar disorder

## 1. One carrier turned straight back

Consider a carrier in two dimensions with the Hamiltonian

$$H=\hbar v\,\boldsymbol\sigma\cdot\mathbf k+U(\mathbf r)\,\mathbb 1 ,$$

where $v$ is a velocity and the Pauli matrices $\boldsymbol\sigma=(\sigma_x,\sigma_y)$ act on a two-component spinor, the pseudospin. The potential $U$ is real and multiplies both components equally; this is what "scalar" means here.

Let the carrier move along $+x$ with energy $E=\hbar vk>0$. Without the potential $H=\hbar vk\,\sigma_x$, so positive energy requires $\sigma_x=+1$ and the spinor is $(1,1)/\sqrt2$. After a reversal of its motion $H=-\hbar vk\,\sigma_x$, so the same energy requires $\sigma_x=-1$ and the spinor is $(1,-1)/\sqrt2$. The two are orthogonal. A scalar potential can change the momentum but cannot turn the spinor, so its first-order matrix element for this reversal is zero, however strong its Fourier component at momentum transfer $2k$.

Three factors decide how disorder affects transport: the spinor overlap, the shape of the potential, and the weight with which each deflection degrades the current.

## 2. The spinor factor

For direction $\phi$, $\boldsymbol\sigma\cdot\hat{\mathbf k}$ has off-diagonal elements $e^{-i\phi}$ (upper right) and $e^{i\phi}$ (lower left). Its eigenvector with eigenvalue $+1$ is

$$u(\phi)=\frac1{\sqrt2}\begin{pmatrix}1\\ e^{i\phi}\end{pmatrix}.$$

With the scattering angle $\theta=\phi'-\phi$,

$$u^\dagger(\phi')u(\phi)=\frac{1+e^{-i\theta}}2=e^{-i\theta/2}\cos\frac\theta2,
\qquad |u^\dagger(\phi')u(\phi)|^2=\cos^2\frac\theta2=\frac{1+\cos\theta}2 .$$

## 3. The potential and the Born cross-section

Take plane waves $u(\phi)e^{i\mathbf k\cdot\mathbf r}/\sqrt A$ in an area $A$, and define $\tilde U(\mathbf q)=\int d^2r\,U(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}$ with $\mathbf q=\mathbf k'-\mathbf k$. The matrix element is $\tilde U(\mathbf q)\,u^\dagger(\phi')u(\phi)/A$. Elastic scattering has $k'=k$, so $q^2=2k^2(1-\cos\theta)$, or $q=2k|\sin(\theta/2)|$.

The number of final states per unit energy in $d\theta$, for one Dirac cone and one spin, is

$$\frac{A\,d\theta}{(2\pi)^2}\int k'dk'\,\delta(\hbar vk'-\hbar vk)=\frac{Ak}{4\pi^2\hbar v}\,d\theta .$$

The golden rule multiplies this by $2\pi/\hbar$ and the squared matrix element:

$$d\Gamma=\frac{k}{2\pi\hbar^2vA}|\tilde U(q)|^2\cos^2\frac\theta2\,d\theta .$$

The velocity operator is $v\boldsymbol\sigma$, with expectation value $v\hat{\mathbf k}$ in $u(\phi)$, so the incident flux is $v/A$. Division by it gives

$$\boxed{\frac{d\sigma}{d\theta}=\frac{k}{2\pi\hbar^2v^2}\,|\tilde U(q)|^2\cos^2\frac\theta2}$$

In two dimensions this is a length. The amplitude is kept to first order in $U$, so the cross-section is quadratic in $U$.

Let the potential be round, with range $a$. If $ka\ll1$, then $qa\le2ka$ is small at every angle and $\tilde U(q)\approx u_0=\int U\,d^2r$. Provided $u_0\ne0$, the potential then contributes no angular dependence, and the spinor factor stands alone. If $u_0=0$, the leading term is in general $\tilde U\propto q^2\propto1-\cos\theta$ and this simplification fails at Born order; below, $u_0\ne0$ is assumed. On a lattice, $U$ must still be smooth on the scale of the lattice spacing; otherwise it can connect different cones or act unequally on the two components. "Short-range" here means short compared with the wavelength.

## 4. The weight of each deflection

Let scatterers of density $n_i$ sit at independent random positions. For $\mathbf q\ne0$ the cross terms between scatterers average to zero, so their rates add. The rate per unit angle is $w(\theta)=n_iv\,d\sigma/d\theta$.

The quantum lifetime $\tau_q$ is the mean time before a carrier leaves its momentum state. Every deflection counts equally:

$$\frac1{\tau_q}=\int_0^{2\pi}w(\theta)\,d\theta .$$

The transport lifetime follows from the Boltzmann equation. A weak uniform force $F$ along $\phi=0$ changes the occupation from $f_0(E)$ to $f_0+g(\phi)$. The exclusion factors cancel between scattering out and in, because $f(1-f')-f'(1-f)=f-f'$. Since $\partial f_0/\partial\mathbf k=\hbar v\hat{\mathbf k}\,\partial f_0/\partial E$, the steady state obeys

$$Fv\cos\phi\,\frac{\partial f_0}{\partial E}=-\int_0^{2\pi}w(\theta)\,[g(\phi)-g(\phi+\theta)]\,d\theta .$$

Try $g=C\cos\phi$. The bracket becomes $C[\cos\phi(1-\cos\theta)+\sin\phi\sin\theta]$. The last term integrates to zero because $w$ is even in $\theta$. The trial form therefore solves the equation, with $C=-Fv\tau_{tr}\,\partial f_0/\partial E$ and

$$\frac1{\tau_{tr}}=\int_0^{2\pi}w(\theta)(1-\cos\theta)\,d\theta .$$

For short-range scatterers the two angular integrals are

$$\int_0^{2\pi}\frac{1+\cos\theta}2\,d\theta=\pi,\qquad
\int_0^{2\pi}\frac{(1+\cos\theta)(1-\cos\theta)}2\,d\theta=\int_0^{2\pi}\frac{\sin^2\theta}2\,d\theta=\frac\pi2 .$$

Multiplying by $n_iv\,ku_0^2/(2\pi\hbar^2v^2)$,

$$\frac1{\tau_q}=\frac{n_iu_0^2k}{2\hbar^2v},\qquad
\frac1{\tau_{tr}}=\frac{n_iu_0^2k}{4\hbar^2v},\qquad
\boxed{\frac{\tau_{tr}}{\tau_q}=2}$$

The Boltzmann description needs a mean free path $\ell=v\tau_{tr}$ much longer than the wavelength. Here $k\ell=4\hbar^2v^2/(n_iu_0^2)$, in which $k$ has cancelled: at Born order and for $ka\ll1$, the condition limits the disorder strength and does not involve the energy. Interference between different scattering sequences is left out.

## 5. Weighing the spinor factor

Replace the overlap by 1, keeping the velocity and density of states. Both integrals become $2\pi$, and the ratio is 1. The spinor thus halves the total scattering rate but divides the transport rate by four, because it removes mostly the large deflections that cost the most current.

The zero at $\theta=\pi$ does not produce the factor 2 by itself. Removing a single angle from an isotropic rate changes neither integral. What matters is the mean of $\cos\theta$ weighted with the rate: the ratio is $1/(1-\langle\cos\theta\rangle)$, and the spinor factor raises this mean from 0 to $1/2$.

The Dirac Hamiltonian alone does not fix the ratio; the form of the disorder matters too. Two other short-range potentials show this:

- **Opposite sign on the two components.** For $U\sigma_z$ the spinor element is $(1-e^{-i\theta})/2$, with square $\sin^2(\theta/2)=(1-\cos\theta)/2$. Now forward scattering vanishes. The integrals are $\pi$ and $\int(1-\cos\theta)^2/2\,d\theta=3\pi/2$, so the ratio is $2/3$.
- **One component only.** For $U(1+\sigma_z)/2$ the spinor element is $1/2$ at every angle. Scattering within the cone is isotropic and the ratio is 1.

## 6. What survives beyond the Born approximation

The backward zero has a symmetry behind it. Let $\Theta=i\sigma_yK$, with $K$ complex conjugation. It reverses $\mathbf k$ and $\boldsymbol\sigma$, so it leaves $H$ unchanged, and $\Theta^2=-1$. Being antiunitary, it obeys $\langle x|y\rangle=\langle\Theta y|\Theta x\rangle$.

Scattering to all orders is described by $T=U+U(E+i0-H)^{-1}U$. Since $\Theta$ changes $i0$ to $-i0$, $\Theta T\Theta^{-1}=T^\dagger$. The state $\Theta|\mathbf k\rangle$ has momentum $-\mathbf k$ and the same energy, so it is the backscattered state. Then

$$\langle\Theta\mathbf k|T|\mathbf k\rangle
=\langle\Theta T\mathbf k|\Theta^2\mathbf k\rangle
=-\langle T^\dagger\Theta\mathbf k|\mathbf k\rangle
=-\langle\Theta\mathbf k|T|\mathbf k\rangle=0 .$$

This holds for any real scalar $U$, round or not. A $\sigma_z$ term changes sign under $\Theta$ and removes the protection.

The rest of the angular law is less general. For a disc with $U=V_0$ at $r<a$, the inner wave number is $\kappa=k-V_0/(\hbar v)$. The regular partial waves inside are $(J_m(\kappa r)e^{im\phi},\,iJ_{m+1}(\kappa r)e^{i(m+1)\phi})$. Outside, each $J_n(\kappa r)$ is replaced by $J_n(kr)\cos\delta_m-Y_n(kr)\sin\delta_m$, up to a common factor. Continuity of both components at $r=a$ gives

$$\tan\delta_m=\frac{J_{m+1}(\kappa a)J_m(ka)-J_m(\kappa a)J_{m+1}(ka)}{J_{m+1}(\kappa a)Y_m(ka)-J_m(\kappa a)Y_{m+1}(ka)} .$$

To find the scattered wave, expand $e^{ikx}=\sum_m i^mJ_m(kr)e^{im\phi}$ and use

$$e^{i\delta_m}(J_m\cos\delta_m-Y_m\sin\delta_m)=J_m+ie^{i\delta_m}\sin\delta_m\,(J_m+iY_m).$$

The last bracket is outgoing. At large $r$ it tends to $\sqrt{2/(\pi kr)}\,e^{i(kr-m\pi/2-\pi/4)}$, whose phase $e^{-im\pi/2}$ cancels $i^m$. The lower component has the same magnitude, so

$$\frac{d\sigma}{d\theta}=\frac2{\pi k}\Big|\sum_m e^{i\delta_m}\sin\delta_m\,e^{im\theta}\Big|^2 .$$

From $J_{-n}=(-1)^nJ_n$ and the same rule for $Y_n$, $\delta_{-m-1}=\delta_m$. Each pair contributes $e^{im\theta}+e^{-i(m+1)\theta}=2e^{-i\theta/2}\cos[(m+\tfrac12)\theta]$, which vanishes at $\theta=\pi$.

Let $ka\ll1$ at fixed $V_0a/(\hbar v)$, so that $\kappa a$ stays finite. For small $x$, $J_n(x)\propto x^n$, $Y_n(x)\propto x^{-n}$ for $n\ge1$, and $Y_0(x)\propto\ln x$. For $m\ge0$ the numerator is then led by $J_{m+1}(\kappa a)J_m(ka)\propto(ka)^m$ and the denominator by $J_m(\kappa a)Y_{m+1}(ka)\propto(ka)^{-m-1}$. Away from zeros of the $J_n(\kappa a)$, near which one of these leading terms vanishes, so that a partial wave can be resonant or suppressed, $\tan\delta_m\sim(ka)^{2m+1}$. The pair $m=0,-1$ then dominates and restores $\cos^2(\theta/2)$, whatever the size of the Born error. Near a zero of $J_0(\kappa a)$ the resonant pair is $m=0,-1$ itself, so the cross-section grows but the angular law survives; only the zeros with $n\ge1$ can change it. For $ka=0.01$ and $V_0a/(\hbar v)=-1$, summing the partial waves gives a total cross-section 1.41 times the Born value, while the lifetime ratio is still 2.000.

## 7. Numbers for a disc

Take round model values: $v=10^6$ m/s, $E=0.1$ eV, $a=1$ nm, $V_0=-0.1$ eV and $n_i=0.01$ nm$^{-2}$. With $\hbar v=0.6582$ eV nm,

$$k=\frac{0.1}{0.6582}=0.1519\ \text{nm}^{-1},\qquad u_0=\pi a^2V_0=-0.3142\ \text{eV nm}^2 .$$

The forward Born cross-section is

$$\frac{ku_0^2}{2\pi(\hbar v)^2}=\frac{0.1519\times0.3142^2}{2\pi\times0.6582^2}=5.51\times10^{-3}\ \text{nm}.$$

In the point limit the angular integral supplies a factor $\pi$. With $v=1000$ nm/ps,

$$\frac1{\tau_q}=0.01\times1000\times\pi\times5.51\times10^{-3}=0.173\ \text{ps}^{-1},$$

so $\tau_q=5.78$ ps and $\tau_{tr}=11.56$ ps. Without the spinor factor both would be 2.89 ps.

The disc's finite size adds a small correction. Its transform is $\tilde U=2u_0J_1(qa)/(qa)\approx u_0(1-q^2a^2/8)$, so

$$|\tilde U|^2\approx u_0^2[1-\varepsilon(1-\cos\theta)],\qquad \varepsilon=\frac{k^2a^2}2 .$$

The integrals that multiply $\varepsilon$ are $\int(1-\cos^2\theta)/2\,d\theta=\pi/2$ for the quantum rate and $\int(1-\cos^2\theta)(1-\cos\theta)/2\,d\theta=\pi/2$ for the transport rate. Hence

$$\frac{\tau_{tr}}{\tau_q}\approx\frac{\pi(1-\varepsilon/2)}{(\pi/2)(1-\varepsilon)}\approx2+\frac{k^2a^2}2=2.012 .$$

Lifetimes for the full disc, from the Boltzmann equation on a grid of directions (Born) and from the phase shifts, are:

| Treatment | $\tau_q$ (ps) | $\tau_{tr}$ (ps) | Ratio |
|---|---:|---:|---:|
| Born | 5.81 | 11.69 | 2.012 |
| Phase shifts | 5.42 | 10.90 | 2.011 |

The Born approximation overestimates both lifetimes by about 7% relative to the phase-shift values, but the error nearly cancels in the ratio. The Born mean free path is $1000\times11.69\approx1.17\times10^4$ nm, giving $k\ell\approx1.8\times10^3$, well inside the Boltzmann regime.

For larger discs that are still weak, $|V_0|a\ll\hbar v$, and dilute, $n_i\pi a^2\ll1$, the potential itself favours small angles. At $ka=1$ the Born ratio is 2.60 with the spinor factor and 1.36 without it; at $ka=3$ the values are 10.8 and 7.1. These figures do not apply to the depth used above: with $V_0=-E$ one has $|V_0|a/(\hbar v)=ka$, and the phase shifts give 2.4 at $ka=1$ and 2.8 at $ka=3$. A large ratio is therefore no sign of Dirac spinors by itself. The value 2 identifies their contribution when the cone is gapless and the disorder is known to be scalar and short-range, with $u_0\ne0$ at Born order and, for strong scatterers such as the disc of section 6, away from the zeros of $J_n(\kappa a)$ with $n\ge1$.

Numerical values quoted here were computed with a short program.
